# Charge Gap of a Half-Filled Two-Donor Hubbard Model: a numerical check

```python
# Result under test: the half-filled two-site Hubbard model has charge gap
#   E(3) + E(1) - 2 E(2) = sqrt(U^2 + 16 t^2) - 2 t,
# which tends to U when the hopping t vanishes with donor separation.
# E(N): lowest energy with N electrons; U: on-site repulsion; t: hopping;
# V: intersite repulsion, with the positive donor cores included.
# Energies in the example are in meV and lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq
from scipy.special import eval_laguerre, eval_genlaguerre
from numpy.polynomial import legendre, laguerre
from pyscf import gto

# Fock space of 16 states; mode order: 1 up, 2 up, 1 down, 2 down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
unit = np.eye(2)


def annihilator(mode):
    result = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else lower if k == mode else unit
        result = np.kron(result, factor)
    return result


c = [annihilator(k) for k in range(4)]
n = [op.T @ op for op in c]
one = np.eye(16)
number = np.rint(np.diag(sum(n))).astype(int)
double = n[0] @ n[2] + n[1] @ n[3]
spin_raise = c[0].T @ c[2] + c[1].T @ c[3]


def hamiltonian(t, U, V=0.0, detuning=0.0, t_mixed=None, t_three=None):
    # t_mixed, t_three: hopping with one or two opposite-spin electrons present
    t_mixed = t if t_mixed is None else t_mixed
    t_three = t if t_three is None else t_three
    H = U * double
    for a, b, p, q in ((0, 1, 2, 3), (2, 3, 0, 1)):
        hop = c[a].T @ c[b] + c[b].T @ c[a]
        both = n[p] @ n[q]
        none = (one - n[p]) @ (one - n[q])
        single = one - both - none
        H = H - hop @ (t * none + t_mixed * single + t_three * both)
    n1, n2 = n[0] + n[2], n[1] + n[3]
    return H + V * (n1 - one) @ (n2 - one) + 0.5 * detuning * (n1 - n2)


def sector(H, electrons):
    keep = np.where(number == electrons)[0]
    return np.linalg.eigvalsh(H[np.ix_(keep, keep)])


def gap_diag(*args, **kwargs):
    H = hamiltonian(*args, **kwargs)
    return sector(H, 3)[0] + sector(H, 1)[0] - 2 * sector(H, 2)[0]


def gap_formula(t, U):
    return np.sqrt(U**2 + 16 * t**2) - 2 * t


# Sector energies, gap and ground-state character
for t, U in ((0.1, 1.0), (0.7, 2.0), (2.0, 1.0), (1.0, 0.0), (0.01, 5.0)):
    H = hamiltonian(t, U)
    root = np.sqrt(U**2 + 16 * t**2)
    two = np.sort([(U - root) / 2, 0, 0, 0, U, (U + root) / 2])
    assert np.allclose(sector(H, 1), [-t, -t, t, t], atol=1e-11)
    assert np.allclose(sector(H, 3), [U-t, U-t, U+t, U+t], atol=1e-11)
    assert np.allclose(sector(H, 2), two, atol=1e-11)
    assert abs(gap_diag(t, U) - gap_formula(t, U)) < 1e-11
    keep = np.where(number == 2)[0]
    ground = np.zeros(16)
    ground[keep] = np.linalg.eigh(H[np.ix_(keep, keep)])[1][:, 0]
    assert abs(ground @ double @ ground - (1 - U / root) / 2) < 1e-11
    assert np.linalg.norm(spin_raise @ ground) < 1e-10

# Small-hopping expansion, minimum and return of the gap to U
small = 1e-3
assert abs((gap_diag(small, 1.0) - 1 + 2 * small) / small**2 - 8) < 1e-3
best = minimize_scalar(lambda x: gap_diag(x, 1.0), bounds=(0.01, 0.5),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.x - 1 / np.sqrt(48)) < 1e-5
assert abs(best.fun - np.sqrt(3) / 2) < 1e-10
crossing = brentq(lambda x: gap_diag(x, 1.0) - 1, 0.2, 0.6)
assert abs(crossing - 1 / 3) < 1e-9

# Intersite repulsion and occupation-dependent hopping
for t, U, V in ((0.2, 1.0, 0.4), (0.5, 3.0, 2.0), (0.0, 1.0, 0.7)):
    expected = V - 2 * t + np.sqrt((U - V)**2 + 16 * t**2)
    assert abs(gap_diag(t, U, V) - expected) < 1e-11
expected = np.sqrt(1 + 16 * 0.3**2) - 0.2 - 0.4
assert abs(gap_diag(0.2, 1.0, t_mixed=0.3, t_three=0.4) - expected) < 1e-11


def two_centre_hopping(distance, n_radial=9, n_angular=22):
    # Half splitting of one electron on two unit Coulomb centres, atomic units.
    # Spheroidal coordinates: xi = (ra+rb)/distance, eta = (ra-rb)/distance.
    half = distance / 2
    x, wx = laguerre.laggauss(n_radial + 4)
    eta, we = legendre.leggauss(n_angular + 4)
    xi = 1 + x / (2 * half)
    f = np.array([eval_laguerre(m, x) for m in range(n_radial)])
    slope = np.array([-eval_genlaguerre(m - 1, 1, x) if m else 0 * x
                      for m in range(n_radial)])
    df = 2 * half * (slope - f / 2)
    norms = np.sqrt(np.arange(n_angular) + 0.5)
    coeff = np.diag(norms)
    g = np.array([legendre.legval(eta, row) for row in coeff])
    dg = np.array([legendre.legval(eta, legendre.legder(row))
                   for row in coeff])

    def rad(weight, u):
        return (u * (wx * weight)) @ u.T

    def ang(weight, u):
        return (u * (we * weight)) @ u.T

    kinetic = half / 2 * (np.kron(rad(xi**2 - 1, df), ang(1.0, g))
                          + np.kron(rad(1.0, f), ang(1 - eta**2, dg)))
    attraction = -half**2 * np.kron(rad(2 * xi, f), ang(1.0, g))
    overlap = half**3 * (np.kron(rad(xi**2, f), ang(1.0, g))
                         - np.kron(rad(1.0, f), ang(eta**2, g)))
    levels = eigh(kinetic + attraction, overlap, eigvals_only=True,
                  subset_by_index=[0, 1])
    return (levels[1] - levels[0]) / 2


# Example inputs: round values, rough regime of shallow donors in silicon
binding, U, permittivity = 45.0, 43.0, 11.7
separation, temperature = 8.0, 4.2
stray_distance = 30.0
mass_light, mass_heavy = 0.19, 0.92
meV = 1e-3 * const.e
coulomb = (const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity)
           / meV / 1e-9)
radius = coulomb / (2 * binding)


def decay_length(mass_ratio, energy):
    return const.hbar / np.sqrt(2 * mass_ratio * const.m_e
                                * energy * meV) / 1e-9


mass_iso = const.hbar**2 / (2 * binding * meV * (radius * 1e-9)**2) / const.m_e


def hopping(R):
    return 2 * binding * two_centre_hopping(R / radius)


distances = [3.0, 4.0, 5.0, 6.0, 8.0, 12.0, 16.0]
hops = {R: hopping(R) for R in distances}
gaps = {R: gap_diag(hops[R], U) for R in distances}
t = hops[separation]
gap = gaps[separation]

# Hopping: basis convergence, independent Gaussian basis, long-range decay
scaled = separation / radius
t_scaled = two_centre_hopping(scaled)
assert abs(two_centre_hopping(scaled, 7, 18) / t_scaled - 1) < 1e-5
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, scaled)]], unit="Bohr",
            basis="aug-cc-pvqz", charge=1, spin=1, verbose=0)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
levels = eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)
t_gaussian = (levels[1] - levels[0]) / 2
assert abs(t_gaussian / t_scaled - 1) < 0.01  # finite Gaussian basis
tail_ratio = (16 / 12) * np.exp(-4 / radius)
assert abs(hops[16.0] / hops[12.0] / tail_ratio - 1) < 0.03
assert gaps[8.0] < gaps[12.0] < gaps[16.0] < U
assert U - gaps[16.0] < 1e-3 * U

# Energies and neglected effects for the example
H = hamiltonian(t, U)
E1, E2, E3 = (sector(H, k)[0] for k in (1, 2, 3))
V = coulomb / separation
detuning = coulomb * (1 / stray_distance - 1 / (stray_distance + separation))
gap_V = gap_diag(t, U, V)
gap_detuned = gap_diag(t, U, detuning=detuning)
gap_wide = gap_diag(t, U, t_mixed=2 * t, t_three=2 * t)
second_binding = binding - U
second_length = decay_length(mass_iso, second_binding)
lengths = [decay_length(m, binding) for m in (mass_light, mass_heavy)]
factors = [np.exp(separation / radius - separation / L) for L in lengths]
gap_mass = [gap_diag(t * factor, U) for factor in factors]


def thermal_energy(T):
    return const.k * T / meV


def not_half_filled(T):
    energies = np.concatenate([sector(H, k) - k * U / 2 for k in range(5)])
    counts = np.concatenate([np.full(len(sector(H, k)), k) for k in range(5)])
    weights = np.exp(-(energies - energies.min()) / thermal_energy(T))
    weights /= weights.sum()
    assert abs(weights @ counts - 2) < 1e-10
    return weights[counts != 2].sum()


print(f"Donor binding energy (input): {binding:.1f} meV")
print(f"On-site repulsion U (input): {U:.1f} meV")
print(f"Relative permittivity (input): {permittivity:.1f}")
print(f"Donor separation (input): {separation:.1f} nm")
print(f"Temperature (input): {temperature:.1f} K")
print(f"Hydrogenic donor radius: {radius:.3f} nm")
print(f"Implied isotropic mass: {mass_iso:.3f} electron masses")
print(f"Density 1/R^3 at this separation: {1e21/separation**3:.2e} cm^-3")
print(f"Hopping t: {t:.4f} meV")
print(f"Hopping t, Gaussian-basis check: {2*binding*t_gaussian:.4f} meV")
print(f"Ratio U/t: {U/t:.2f}")
print(f"E(1): {E1:.4f} meV")
print(f"E(2): {E2:.4f} meV")
print(f"E(3): {E3:.4f} meV")
print(f"Charge gap, diagonalization: {gap:.4f} meV")
print(f"Charge gap, formula: {gap_formula(t, U):.4f} meV")
print(f"Charge gap: {gap*meV:.4e} J")
print(f"Small-t estimate U-2t+8t^2/U: {U-2*t+8*t*t/U:.4f} meV")
print(f"Singlet-triplet splitting J: {-E2:.4f} meV")
print(f"Lowest ionic excitation at N=2: {U-E2:.4f} meV")
print(f"Total double occupancy: {(1-U/np.sqrt(U*U+16*t*t))/2:.5f}")
print(f"Minimum gap over all t: {best.fun*U:.3f} meV")
print(f"Hopping at minimum gap: {best.x*U:.3f} meV")
print(f"Hopping where gap returns to U: {crossing*U:.3f} meV")
for R in distances:
    print(f"R = {R:.0f} nm: t = {hops[R]:.4f} meV, gap = {gaps[R]:.3f} meV")
print(f"Intersite repulsion V: {V:.3f} meV")
print(f"Gap with V: {gap_V:.4f} meV, change {gap_V-gap:.4f} meV")
print(f"Stray charge distance (input): {stray_distance:.1f} nm")
print(f"Detuning by stray charge: {detuning:.3f} meV")
print(f"Gap with detuning: {gap_detuned:.4f} meV,"
      f" change {gap_detuned-gap:.4f} meV")
print(f"Binding of second electron on a donor: {second_binding:.1f} meV")
print(f"Decay length of second electron: {second_length:.2f} nm")
print(f"Gap with doubled occupied-site hopping: {gap_wide:.4f} meV,"
      f" change {gap_wide-gap:.4f} meV")
for name, mass, L, factor, value in zip(
        ("Light", "Heavy"), (mass_light, mass_heavy), lengths, factors,
        gap_mass):
    print(f"{name} mass {mass:.2f} m_e: decay length {L:.3f} nm,"
          f" t factor {factor:.3f}, t = {t*factor:.3f} meV,"
          f" gap = {value:.3f} meV")
for T in (temperature, 77.0, 300.0):
    print(f"T = {T:.1f} K: kT = {thermal_energy(T):.3f} meV,"
          f" probability N not 2 = {not_half_filled(T):.2e}")
print("all tests passed")
```

Output:

```
Donor binding energy (input): 45.0 meV
On-site repulsion U (input): 43.0 meV
Relative permittivity (input): 11.7
Donor separation (input): 8.0 nm
Temperature (input): 4.2 K
Hydrogenic donor radius: 1.367 nm
Implied isotropic mass: 0.453 electron masses
Density 1/R^3 at this separation: 1.95e+18 cm^-3
Hopping t: 1.0832 meV
Hopping t, Gaussian-basis check: 1.0816 meV
Ratio U/t: 39.70
E(1): -1.0832 meV
E(2): -0.1089 meV
E(3): 41.9168 meV
Charge gap, diagonalization: 41.0513 meV
Charge gap, formula: 41.0513 meV
Charge gap: 6.5771e-21 J
Small-t estimate U-2t+8t^2/U: 41.0518 meV
Singlet-triplet splitting J: 0.1089 meV
Lowest ionic excitation at N=2: 43.1089 meV
Total double occupancy: 0.00252
Minimum gap over all t: 37.239 meV
Hopping at minimum gap: 6.207 meV
Hopping where gap returns to U: 14.333 meV
R = 3 nm: t = 16.9891 meV, gap = 46.440 meV
R = 4 nm: t = 9.9561 meV, gap = 38.697 meV
R = 5 nm: t = 5.8318 meV, gap = 37.256 meV
R = 6 nm: t = 3.3855 meV, gap = 38.311 meV
R = 8 nm: t = 1.0832 meV, gap = 41.051 meV
R = 12 nm: t = 0.0906 meV, gap = 42.820 meV
R = 16 nm: t = 0.0065 meV, gap = 42.987 meV
Intersite repulsion V: 15.384 meV
Gap with V: 41.1714 meV, change 0.1201 meV
Stray charge distance (input): 30.0 nm
Detuning by stray charge: 0.864 meV
Gap with detuning: 40.8856 meV, change -0.1657 meV
Binding of second electron on a donor: 2.0 meV
Decay length of second electron: 6.49 nm
Gap with doubled occupied-site hopping: 40.6148 meV, change -0.4365 meV
Light mass 0.19 m_e: decay length 2.111 nm, t factor 7.849, t = 8.502 meV, gap = 37.819 meV
Heavy mass 0.92 m_e: decay length 0.959 nm, t factor 0.083, t = 0.090 meV, gap = 42.822 meV
T = 4.2 K: kT = 0.362 meV, probability N not 2 = 2.92e-25
T = 77.0 K: kT = 6.635 meV, probability N not 2 = 7.38e-02
T = 300.0 K: kT = 25.852 meV, probability N not 2 = 4.69e-01
all tests passed
```
